**Second-order correlation energy of the strictly one-dimensional Coulomb gas**

For spinless electrons with $r_s=1/(2n)$, $k_F=\pi n$ and interaction $v(q)=2K_0(|q|b)$, $b\to0$, the combined direct and exchange second-order energy per electron is $\varepsilon_2=-I/8\pi^2=-\pi^2/360$ hartree, where $I=\int dk_1dk_2dq\,\ln^2(p/q)/(qp)=2\zeta(4)$, $p=q+k_1-k_2$ and momenta are in units of $k_F$. The program asserts the Fourier transforms, the Pauli weight $W$ (against an indicator scan), the radial integrals, and the values of $I$, $A_0$, $A_1$ and $A_2-B_2$ by three-dimensional quadrature, the $A$ and $B$ being the integrals of $1$, $\ln q$, $\ln^2q$ and $\ln q\ln p$ against $1/(qp)$. It asserts that at finite $k_Fb$ the direct and exchange terms follow their logarithmic forms in $\ell=\ln(k_Fbe^\gamma/2)$ while their sum approaches $-\pi^2/360$. For $N$ electrons on a ring it compares the closed sum with explicit orbital sums, with $1-10/\pi^2$ at $N=2$, with the $r_s\to0$ limit of diagonalizations for $N=2,3$, and with the large-$N$ limit and the $\ln^2N/(8\pi^2N^2)$ term. It also asserts that the gap between the singlet and triplet relative-motion energies of two electrons closes as $2\psi_D'(0)^2/\ln(1/b)$, with $\psi_D$ the solution vanishing at contact. The output shows $\varepsilon_2=-0.02741557$ hartree $=-0.74602$ eV, and separate terms of $-11.32$ and $+11.30$ hartree at $k_Fb=10^{-4}$.

## Numerical check

```python
# Result under test (Hartree units): for the strictly 1D Coulomb gas (spinless fermions,
# rs = 1/(2n), kF = pi n) the second-order energy per electron is
#   eps2 = -(1/(32 pi^2)) Int dk1 dk2 dq [v(q)-v(p)]^2/(q p) = -I/(8 pi^2) = -pi^2/360,
# momenta in kF, p = q+k1-k2, |k1|,|k2|<1, |k1+q|,|k2-q|>1, v(q) = 2 K0(|q| kF b), b -> 0,
# I = Int ln^2(p/q)/(qp) = 2 zeta(4). W = Pauli weight, ell = ln(kF b e^gamma/2).
# A0, A1, A2, B2 = integrals of 1, ln q, ln^2 q, ln q ln p against 1/(qp).
# Ring: N electrons, radius R, rs = pi R/N, chord interaction, O_m = sum_{k<=m} 1/(2k-1).
import numpy as np
import mpmath as mp
from itertools import combinations
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import k0, zeta
from scipy.constants import physical_constants

pi = np.pi
target = -pi**2/360
eV = physical_constants['Hartree energy in eV'][0]

# ---- Fourier transform of the softened interaction
for q, b in [(1.3, 0.7), (0.4, 0.2)]:
    val = 2*quad(lambda x: 1/np.hypot(x, b), 0, np.inf, weight='cos', wvar=q)[0]
    assert abs(val - 2*k0(q*b)) < 1e-5
assert abs(2*k0(1e-5) + 2*np.log(1e-5*np.exp(np.euler_gamma)/2)) < 1e-8

# ---- Pauli weight from an indicator scan over the pair centre c
def W(p, q):
    return max(0.0, min(2 - abs(p - q), p + q - 2))
rng = np.random.default_rng(1)
c = np.linspace(-3, 3, 300001)
for p, q in rng.uniform(0.05, 3.5, (25, 2)):
    k1, k2 = c + (p - q)/2, c - (p - q)/2
    ok = (abs(k1) < 1) & (abs(k2) < 1) & (abs(k1 + q) > 1) & (abs(k2 - q) > 1)
    assert abs(ok.sum()*(c[1] - c[0]) - W(p, q)) < 1e-4

# ---- radial integrals at fixed t = q/p, and the t integral
for t in (0.1, 0.5, 0.9):
    lo, hi = 2/(1 + t), 2/(1 - t)
    g0 = quad(lambda p: W(p, t*p)/p, lo, hi, points=[2.0])[0]
    g1 = quad(lambda p: W(p, t*p)*np.log(p/2)/p, lo, hi, points=[2.0])[0]
    assert abs(g0 + 2*np.log(1 - t*t)) < 1e-9
    assert abs(g1 - (2*np.log(1 - t*t) + np.log(1 + t)**2 + np.log(1 - t)**2)) < 1e-9
mp.mp.dps = 30
I_t = float(-8*mp.quad(lambda t: mp.log(t)**2*mp.log1p(-t*t)/t, [0, 0.5, 1]))
assert abs(I_t - pi**4/45) < 1e-12

# ---- direct 3D quadrature over (q, k1, k2), q > 0 doubled, endpoint-clustered Gauss
def clustered(n):
    x, w = np.polynomial.legendre.leggauss(n)
    x, w = (x + 1)/2, w/2
    f = lambda s: s**3*(10 - 15*s + 6*s*s)
    return f(x), f(1 - x), w*30*x*x*(1 - x)**2
u, uc, wu = clustered(100)
s, _, ws = clustered(60)
qv = np.concatenate([2*u, 2/u])
gap2 = np.concatenate([2*uc, 2*uc/u])          # |q - 2|
wq = np.concatenate([2*wu, 2*wu/u**2])
ln_ = np.minimum(qv, 2.0)                      # allowed length for k1 and for k2
Q = qv[:, None, None]
P = gap2[:, None, None] + ln_[:, None, None]*(s[None, :, None] + s[None, None, :])
meas = 2*(wq*ln_**2)[:, None, None]*ws[None, :, None]*ws[None, None, :]/(Q*P)
lq, lp = np.log(Q), np.log(P)
I_3d = np.sum(meas*(lp - lq)**2)
A0, A1 = np.sum(meas), np.sum(meas*lq)
A2, B2 = np.sum(meas*lq**2), np.sum(meas*lq*lp)
A0f, A1f = 4*zeta(2), 4*zeta(2)*(np.log(2) - 1) + 8*zeta(3)
assert abs(I_3d - 2*zeta(4)) < 1e-5
assert abs(A0 - A0f) < 1e-5 and abs(A1 - A1f) < 2e-5
assert abs(A2 - B2 - zeta(4)) < 5e-5
qs = 1e-3
ps = 2 - qs + qs*(s[:, None] + s[None, :])
Fq = qs**2*np.sum(np.outer(ws, ws)*np.log(ps/qs)**2/(ps*qs))
small_ratio = Fq/(qs/2*np.log(qs/2)**2)
assert abs(small_ratio - 1) < 1e-5
print(f"I, 3D quadrature       = {I_3d:.7f} (dimensionless)")
print(f"I, t integral          = {I_t:.7f};  2 zeta(4) = {2*zeta(4):.7f}")
print(f"A0 = {A0:.6f}, A1 = {A1:.6f} (closed forms {A0f:.6f}, {A1f:.6f})")
print(f"A2 = {A2:.5f}, B2 = {B2:.5f}, A2-B2 = {A2-B2:.5f}, zeta(4) = {zeta(4):.5f}")
print(f"small-q integrand / [(q/2)ln^2(q/2)] at q = {qs:g} kF: {small_ratio:.6f}")
print(f"eps2 = -I/(8 pi^2)     = {-I_3d/(8*pi**2):.8f} hartree")
print(f"-pi^2/360              = {target:.8f} hartree = {target*eV:.5f} eV")
rs0 = 0.1
print(f"rs = {rs0} bohr: n = {1/(2*rs0):.3f} /bohr, kF = {pi/(2*rs0):.5f} /bohr")
print(f"kinetic energy kF^2/6  = {(pi/(2*rs0))**2/6:.4f} hartree per electron")

# ---- finite width: separate direct and exchange terms
errs = []
for beta in (1e-2, 1e-3, 1e-4):
    vq, vp = 2*k0(Q*beta), 2*k0(P*beta)
    ed = -np.sum(meas*vq*vq)/(16*pi**2)
    ex = np.sum(meas*vq*vp)/(16*pi**2)
    both = -np.sum(meas*(vq - vp)**2)/(32*pi**2)
    ell = np.log(beta*np.exp(np.euler_gamma)/2)
    ed_as = -(A0f*ell**2 + 2*A1f*ell + A2)/(4*pi**2)
    ex_as = (A0f*ell**2 + 2*A1f*ell + B2)/(4*pi**2)
    assert abs(ed + ex - both) < 2e-5
    assert abs(ed - ed_as) < 3*beta + 1e-4 and abs(ex - ex_as) < 3*beta + 1e-4  # O(kF b) tail
    errs.append(abs(both - target))
    print(f"kF b = {beta:g}: ell = {ell:.4f}, direct = {ed:.4f}, exchange = {ex:.4f} hartree")
    print(f"   log-form direct = {ed_as:.4f}, combined = {both:.7f} hartree")
assert errs[0] > errs[1] and errs[2] < 1e-6

# ---- ring: Fourier coefficients, closed sum, brute-force sum
O = np.concatenate([[0.0], np.cumsum(1/(2*np.arange(1, 40001) - 1.0))])
for m in (1, 2, 7):
    val = quad(lambda th: np.sin(m*th/2)**2/np.sin(th/2), 0, 2*pi)[0]/(2*pi)
    assert abs(val - 2/pi*O[m]) < 1e-9
def eps_ring(N):
    cut = max(40*N, 2000)
    q = np.arange(1, cut + 1)
    tot = 0.0
    for d in range(1, N):
        wgt = np.clip(np.minimum(N - d, 2*q + d - N), 0, None)
        tot += np.sum(wgt*(O[1+d:cut+1+d] - O[1:cut+1])**2/(q*(q + float(d))))
        tot += (N - d)*d*d/(12*(cut + 0.5 + d/2)**3)   # asymptotic tail beyond the cut
    return -4*tot/(pi**2*N)
def eps_brute(N, M):
    occ = list(range(-(N - 1), N, 2))              # twice the orbital momenta
    tot = 0.0
    for i in occ:
        for j in occ:
            for a in range(-(N - 1) - 2*M, N + 2*M, 2):
                b = i + j - a
                if abs(a) < N or abs(b) < N:
                    continue
                el = -2/pi*(O[abs(a - i)//2] - O[abs(a - j)//2])
                tot -= 0.25*el*el/((a*a + b*b - i*i - j*j)/8)
    return tot/N
for N in (2, 3, 4, 5):
    assert abs(eps_brute(N, 500) - eps_ring(N)) < 2e-8
assert abs(eps_ring(2) - (1 - 10/pi**2)) < 1e-10
Ns = np.array([100, 200, 400, 800])
es = np.array([eps_ring(int(N)) for N in Ns])
for N in (2, 3, 10):
    print(f"ring N = {N}: eps2 = {eps_ring(N):.7f} hartree")
for N, e in zip(Ns, es):
    print(f"ring N = {N}: eps2 = {e:.9f} hartree")
L = np.log(Ns)
fit = np.linalg.solve(np.c_[np.ones(4), L**2/Ns**2, L/Ns**2, 1.0/Ns**2], es)
assert abs(es[-1] - target) < 3e-6 and abs(fit[0] - target) < 1e-7
assert abs(fit[1]*8*pi**2 - 1) < 0.03
print(f"N -> infinity fit      = {fit[0]:.9f} hartree")
print(f"ln^2N/N^2 coefficient  = {fit[1]:.5f} hartree; 1/(8 pi^2) = {1/(8*pi**2):.5f}")

# ---- exact diagonalization, H = T/R^2 + U/R
xg, wg = np.polynomial.legendre.leggauss(500)
th, wth = pi*(xg + 1), pi*wg
hm = np.arange(100) + 0.5
bas = np.sin(np.outer(hm, th))/np.sqrt(pi)
T2, U2 = hm**2, (bas*(wth/(2*np.sin(th/2)))) @ bas.T
M3 = 40
dets = [d for d in combinations(range(-M3, M3 + 1), 3) if sum(d) == 0]
dets.sort(key=lambda d: sum(k*k for k in d))
index = {d: n for n, d in enumerate(dets)}
parity = lambda x, y, z: (-1)**((x > y) + (x > z) + (y > z))
T3 = np.array([sum(k*k for k in d)/2 for d in dets])
U3 = np.zeros((len(dets), len(dets)))
for col, d in enumerate(dets):
    for i, j in combinations(d, 2):
        sp = -(i + j)
        for a in range(-M3, M3 + 1):
            b = i + j - a
            if a < b <= M3 and a != sp and b != sp:
                el = -2/pi*(O[abs(a - i)] - O[abs(a - j)])
                U3[index[tuple(sorted((a, b, sp)))], col] += parity(i, j, sp)*parity(a, b, sp)*el
assert np.allclose(U3, U3.T, atol=1e-12)
def ecorr(T, U, N, rs):
    R = N*rs/pi
    H = np.diag((T - T[0])/R**2) + (U - U[0, 0]*np.eye(len(T)))/R
    return np.linalg.eigvalsh(H)[0]/N
rss = np.array([0.02, 0.04, 0.06])
for N, T, U, tol in ((2, T2, U2, 5e-7), (3, T3, U3, 3e-6)):   # tol: basis tail ~ M^-3
    co = np.polyfit(rss, [ecorr(T, U, N, r) for r in rss], 2)
    assert abs(co[2] - eps_ring(N)) < tol and 0 < co[1] < 0.02
    print(f"exact N = {N}: rs->0 limit = {co[2]:.6f} hartree, slope = {co[1]:.5f} hartree/bohr")
    print(f"exact N = {N}: eps_c(rs = {rs0}) = {ecorr(T, U, N, rs0):.6f} hartree")

# ---- spin degeneracy: two electrons, R = 1 bohr, shooting in x = b sinh(s)
def shoot(E, b, y0):
    def rhs(sv, y):
        x, dx = b*np.sinh(sv), b*np.cosh(sv)
        V = 1/np.hypot(2*np.sin(x/2), b)
        return [y[1]*dx, (V - E)*y[0]*dx, y[0]**2*dx]
    sol = solve_ivp(rhs, (0, np.arcsinh(pi/b)), y0, method='DOP853',
                    rtol=1e-10, atol=1e-12, max_step=1.5)
    return sol.y[:, -1]
root = lambda b, y0: brentq(lambda E: shoot(E, b, y0)[1], 0.05, 1.5, xtol=1e-12)
Et = root(1e-20, [0.0, 1.0, 0.0])
assert abs(Et - np.linalg.eigvalsh(np.diag(T2) + U2)[0]) < 1e-6
slope2 = 1/(2*shoot(Et, 1e-20, [0.0, 1.0, 0.0])[2])      # normalized psi'(0)^2
bs = (1e-5, 1e-20, 1e-40)
gaps = [Et - root(b, [1.0, 0.0, 0.0]) for b in bs]
assert gaps[0] > gaps[1] > gaps[2] > 0
rate = (1/gaps[2] - 1/gaps[1])/np.log(bs[1]/bs[2])
assert abs(rate*2*slope2 - 1) < 0.01
print(f"two electrons, R = 1 bohr: triplet E = {Et:.6f} hartree")
print(f"psi_D'(0)^2 = {slope2:.6f} /bohr^3")
for b, g in zip(bs, gaps):
    print(f"b = {b:g} bohr: singlet-triplet gap = {g:.6f} hartree")
print(f"d(1/gap)/d ln(1/b) = {rate:.4f}; 1/(2 psi'^2) = {1/(2*slope2):.4f} (a.u.)")
print("every check passed")
```

Running it gives:

```
I, 3D quadrature       = 2.1646465 (dimensionless)
I, t integral          = 2.1646465;  2 zeta(4) = 2.1646465
A0 = 6.579736, A1 = 7.597445 (closed forms 6.579736, 7.597445)
A2 = 16.45013, B2 = 15.36780, A2-B2 = 1.08232, zeta(4) = 1.08232
small-q integrand / [(q/2)ln^2(q/2)] at q = 0.001 kF: 1.000000
eps2 = -I/(8 pi^2)     = -0.02741557 hartree
-pi^2/360              = -0.02741557 hartree = -0.74602 eV
rs = 0.1 bohr: n = 5.000 /bohr, kF = 15.70796 /bohr
kinetic energy kF^2/6  = 41.1234 hartree per electron
kF b = 0.01: ell = -4.7211, direct = -2.3139, exchange = 2.2866 hartree
   log-form direct = -2.3144, combined = -0.0273851 hartree
kF b = 0.001: ell = -7.0237, direct = -5.9354, exchange = 5.9079 hartree
   log-form direct = -5.9354, combined = -0.0274151 hartree
kF b = 0.0001: ell = -9.3263, direct = -11.3236, exchange = 11.2962 hartree
   log-form direct = -11.3236, combined = -0.0274156 hartree
ring N = 2: eps2 = -0.0132118 hartree
ring N = 3: eps2 = -0.0184842 hartree
ring N = 10: eps2 = -0.0256512 hartree
ring N = 100: eps2 = -0.027369240 hartree
ring N = 200: eps2 = -0.027401170 hartree
ring N = 400: eps2 = -0.027411188 hartree
ring N = 800: eps2 = -0.027414259 hartree
N -> infinity fit      = -0.027415568 hartree
ln^2N/N^2 coefficient  = 0.01266 hartree; 1/(8 pi^2) = 0.01267
exact N = 2: rs->0 limit = -0.013212 hartree, slope = 0.00230 hartree/bohr
exact N = 2: eps_c(rs = 0.1) = -0.012985 hartree
exact N = 3: rs->0 limit = -0.018483 hartree, slope = 0.00386 hartree/bohr
exact N = 3: eps_c(rs = 0.1) = -0.018106 hartree
two electrons, R = 1 bohr: triplet E = 0.865872 hartree
psi_D'(0)^2 = 0.024229 /bohr^3
b = 1e-05 bohr: singlet-triplet gap = 0.004464 hartree
b = 1e-20 bohr: singlet-triplet gap = 0.001068 hartree
b = 1e-40 bohr: singlet-triplet gap = 0.000530 hartree
d(1/gap)/d ln(1/b) = 20.6366; 1/(2 psi'^2) = 20.6367 (a.u.)
every check passed
```
